How much light do six slightly rough EUV mirrors scatter?

**Question.** A projection lens for 13.5 nm light has six mirrors, all used near normal incidence. Each surface departs from its ideal shape by 0.10 nm RMS, counting lateral periods between 1 mm and 1 µm, the midspatial range. How much of the light does this roughness scatter in total, and how does the amount depend on the roughness, the wavelength and the number of mirrors?

**Answer.** The height error is less than one hundredth of the wavelength, yet it is not negligible. To find its effect we need the phase error that a height error causes, the power that this phase error takes from the ideal beam, and the rule for combining six mirrors.

**From height to phase**

Let h(x, y) be the height of the real surface above the ideal one, with zero mean and RMS value σ. This is the height of the surface, not the error of the reflected wavefront. Let the wave have wavenumber k = 2π/λ and angle of incidence θ from the normal, and let fields vary as exp(−iωt).

A surface point displaced by h along the outward normal n changes the phase of the reflected wave by (k_in − k_out)·n h. The incident wave travels towards the surface, so k_in·n = −k cosθ. The reflected wave travels away, so k_out·n = +k cosθ. Therefore

φ = −2k h cosθ = −(4π/λ) h cosθ.

The sign says that a bump shortens the path; it has no influence on the scattered power. The factor 2 counts the way in and the way out. At normal incidence the RMS phase error is

4π × 0.10 nm / 13.5 nm = 0.0931 rad.

This treats the mirror as a thin phase mask, which requires small slopes and lateral periods much longer than the wavelength. Both hold here. The shortest period, 1 µm, is 74 wavelengths. Even if all the roughness were a sinusoid of that period, its amplitude would be √2 × 0.10 nm and its greatest slope 2π × 0.141 nm / 1000 nm, or about 0.0009.

**From phase to lost specular power**

Divide the reflected field by the field of a perfect mirror. What remains is exp(iφ). Over an illuminated area A, the amplitude sent into the direction belonging to lateral spatial frequency f is

a(f) = (1/A) ∫ exp(iφ) exp(−2πi f·x) d²x.

The specular beam has f = 0, so its amplitude is the surface average of exp(iφ). If the area contains many independent bumps, this average can be replaced by an average over the distribution of φ. Take that distribution to be Gaussian, with variance

g = (4πσ cosθ/λ)².

Then

⟨exp(iφ)⟩ = (2πg)^(−1/2) ∫ exp(iφ − φ²/(2g)) dφ.

Completing the square gives

iφ − φ²/(2g) = −(φ − ig)²/(2g) − g/2.

The shifted Gaussian still integrates to (2πg)^(1/2), because the integrand has no singularities and vanishes at the far ends of the strip between the two integration lines. Hence

⟨exp(iφ)⟩ = exp(−g/2), and the specular power fraction is exp(−g).

A pure phase error absorbs nothing: |exp(iφ)|² = 1 at every point. By Parseval's theorem the powers in all directions add up to 1, so whatever leaves the specular beam appears as scatter:

s = 1 − exp(−g).

For one mirror at normal incidence, g = 0.0931² = 0.00867 and s = 0.863 %.

**Does the shape of the roughness matter?**

It matters little if the phase error is small practically everywhere on the surface, not only in its RMS value. Expand the average for any zero-mean distribution, writing m₃ and m₄ for the third and fourth moments of φ:

⟨exp(iφ)⟩ ≈ 1 − g/2 − i m₃/6 + m₄/24.

The squared magnitude, through fourth order in φ, is

|⟨exp(iφ)⟩|² ≈ (1 − g/2 + m₄/24)² ≈ 1 − g + g²/4 + m₄/12.

The term with m₃ enters as its square, which is of sixth order. Under this condition the leading loss is g whatever the distribution, and the shape enters only through the smaller fourth-order terms. Rare deep pits break the condition: a flat-bottomed pit half a wavelength deep shifts the phase by a full 2π at normal incidence, so its floor takes nothing from the specular beam in this model, although it adds to σ; only its walls scatter. A smooth pit of the same depth with a Gaussian profile does scatter, but only about a quarter of what its share of σ² would predict. For Gaussian heights m₄ = 3g², so the correction is g²/2, in agreement with the expansion of exp(−g). For a sinusoidal profile m₄ = 3g²/2, and the correction is 3g²/8. A direct numerical average for a sinusoid of 0.10 nm RMS gives 0.864 % scatter, against 0.863 % for Gaussian heights.

The linear law s ≈ g fails when the phase error approaches one radian. At σ = 1.0 nm it would leave a specular fraction of 0.13, whereas the exponential leaves 0.42. A computed random Gaussian surface, 0.5 mm square on a grid of 1024 × 1024 points, with roughness between 20 and 1000 cycles per mm, also gives 0.42.

**Six mirrors**

Let the mirrors have independent roughness. At mirror j the field is multiplied by exp(iφ_j), and between mirrors it propagates linearly. Now average over all possible rough surfaces. Because the surfaces are independent, each factor can be averaged separately, and because the statistics are the same at every point of a mirror, each average is a plain number, exp(−g_j/2). Such a number passes unchanged through any linear propagation. The mean field at the exit is therefore the ideal field multiplied by

exp(−g₁/2) exp(−g₂/2) … exp(−g₆/2).

Its square is the specular power fraction, provided that the random field is spread over many directions and adds little to the specular one. If later mirrors reflect scattered and specular light equally well and no aperture clips the scattered light, the total scattered fraction at the exit is

S = 1 − exp(−Σ_j g_j), with g_j = (4πσ_j cosθ_j/λ)².

The fraction refers to light that survives absorption. For six equal mirrors at normal incidence,

Σ_j g_j = 6 × 0.008665 = 0.0520,

S = 1 − exp(−0.0520) = 0.0507.

**The mirrors scatter about 5 percent of the light.** Simply adding the six exponents gives 5.20 % instead of 5.07 %. The difference is close to (Σg_j)²/2 = 0.00135. Most of it arises because light scattered by one mirror cannot be removed from the specular beam again by a later one. The rest is the second-order term g²/2 of each single mirror.

The argument about propagation can be tried on an explicit wave. A plane wave was sent through six independent random phase masks of 0.10 nm RMS height, 500 mm apart. Each mask was 1 mm square, sampled on 512 × 512 points, with roughness between 10 and 250 cycles per mm. Fourier propagation between the masks gave a total scatter of 5.08 % for one set of masks. Other random sets spread about 5.07 % by roughly 0.04 percentage points, so the last digit depends on the draw.

Independent roughness ensures that the scattered waves of different mirrors add in power, which gives the factor 6. In the opposite limit, six identical profiles are placed in contact, so that their phases add point by point. The RMS phase is then six times larger and the exponent is 36g = 0.312. The formula gives 1 − exp(−0.312) = 26.8 %. This is a limiting case, not a model of a lens. Propagation between separated mirrors shifts the scattered waves in phase against the specular one. Over the whole band even identical profiles would then add only in part, although at a spacing such as 500 mm the longest periods, for which the shift is small, would still add almost fully.

**How the effect scales**

For weak scatter and N equal mirrors at normal incidence,

S ≈ 16π² N σ²/λ².

The amount is proportional to the number of mirrors and to the square of σ/λ. The following values keep six mirrors, normal incidence and 13.5 nm fixed:

σ = 0.05 nm: S = 1.29 %
σ = 0.08 nm: S = 3.27 %
σ = 0.10 nm: S = 5.07 %
σ = 0.12 nm: S = 7.21 %
σ = 0.15 nm: S = 11.04 %

An uncertainty of 20 percent in σ thus moves the answer between roughly 3 and 7 percent. For this reason "roughly 5 percent" is a fair statement of the result, and the second decimal serves for comparing formulas rather than for predicting a lens.

The first row also shows the cost of confusing surface with wavefront. A reflected wavefront error is twice the surface height error at normal incidence. If the quoted 0.10 nm were wavefront error, the surface height would be 0.05 nm and the scatter 1.29 %.

The law can be inverted to give the roughness allowed by a scatter budget. From 1 − S = exp(−N(4πσ/λ)²), taking the logarithm and solving for σ,

σ = (λ/4π) [−ln(1 − S)/N]^(1/2).

For S = 0.05 and N = 6 this is 0.0993 nm. If the mirrors differ, the sum of σ_j² cos²θ_j sets the total, so each mirror counts with the square of its roughness, and a single rough one can dominate.

The wavelength explains why such smooth surfaces are needed. With the same six surfaces and the wavelength changed to 193 nm, the exponent falls by (193/13.5)² ≈ 204 and the scatter by about 200, to 0.025 %. This comparison assumes mirrors at both wavelengths; it does not describe a lens made of glass elements.

**Where the light goes**

The total depends on σ, but the directions depend on how the roughness is divided among lateral periods. For weak roughness, exp(iφ) ≈ 1 + iφ, so away from the specular direction a(f) is i times the Fourier amplitude of φ. Let PSD(f) be the power of the height error per unit area of the frequency plane, normalized so that its integral is σ². Then the scattered fraction per unit frequency area is

ds/d²f = (4π cosθ/λ)² PSD(f).

Its integral is g, as it must be at this order.

Take as a model PSD = C/f² between f₁ = 1 per mm and f₂ = 1000 per mm. In the frequency plane d²f = 2πf df, so

σ² = ∫ (C/f²) 2πf df = 2πC ln(f₂/f₁).

The part of the scatter between frequencies f_a and f_b is then

s_ab = g ln(f_b/f_a)/ln(f₂/f₁).

Each decade receives the same amount. There are three decades, so each contributes 5.20 %/3 = 1.73 % for the six mirrors together, to first order.

A surface component of frequency f acts as a weak grating. At normal incidence it deflects light by an angle λf when this angle is small. The band therefore gives deflections from 0.0135 mrad to 13.5 mrad, the latter being 0.77°. For a rough distance D = 300 mm between the last mirror and the wafer, light scattered at that mirror lands a distance λfD from its proper place: from about 4 µm to about 4 mm. The corresponding distances for earlier mirrors depend on the optics that follow them.

This range separates total scatter from the flare seen by a given feature. Consider the centre of a dark disc of radius ρ in a uniformly bright surrounding, and add the scattered intensities from different places, without interference. Light reaches the centre only from distances greater than ρ, which for the last mirror means frequencies above ρ/(λD). A disc of radius 40 µm corresponds to f ≈ 10 per mm. It excludes the first of the three decades, so the last mirror contributes

0.867 % × 2/3 ≈ 0.58 %

of the bright level instead of its full 0.87 %. A disc of radius below 4 µm receives the full amount from this mirror. If half of the surroundings were dark, evenly at every distance, the contribution would halve. In this model the total scatter is thus a ceiling for the flare in a dark feature, approached when the feature is small and its surroundings are bright.

**Does the formula hold for a multilayer?**

EUV mirrors reflect from many interfaces, each of them weakly. One might therefore doubt a formula derived for a single reflecting surface. Let r be the complex reflected amplitude and let h_j be the displacement of interface j into the mirror. For small displacements that vary slowly along the surface,

δr = Σ_j (∂r/∂h_j) h_j.

If all interfaces move by the same h, the whole mirror is merely shifted deeper, and r is multiplied by exp(2ikh cosθ). Differentiating at h = 0 gives

Σ_j ∂r/∂h_j = 2ik cosθ r.

When every interface copies the same roughness, the relative scattered power is therefore

⟨|δr|²⟩/|r|² = (2k cosθ)² σ² = g.

The simple formula holds, with the height common to all layers. If instead the interfaces have unrelated errors, each of RMS σ, the cross terms average to zero and

⟨|δr|²⟩/|r|² = σ² Σ_j |∂r/∂h_j|²/|r|².

To size the difference, take a model stack of 40 pairs with round optical indices: 0.92 + 0.006i for the heavy layer and 1.00 + 0.002i for the light one. The heavy layer is on top and fills 0.4 of each period. At 10° incidence and s polarization, the period giving the greatest reflectance was found by a scan to be 7.025 nm. The reflectance was computed by the usual recursion through the layers, and the derivatives by moving each interface slightly. With 0.10 nm RMS roughness, one mirror then scatters

0.840 % when all interfaces are alike,
0.063 % when the interfaces are unrelated,
0.017 % when the top interface alone is rough.

The last value depends on the order of the layers. With the light layer on top, whose index is nearly that of vacuum, the top interface alone scatters practically nothing, while the other two values hardly change.

The estimate of 5 percent therefore rests on roughness that is copied through the stack. This is plausible for most of the midspatial range, whose periods are much longer than the thickness of the whole stack, about 0.28 µm. How completely the shortest periods, near 1 µm, are copied depends on how much the layers smooth the surface as they grow. A σ measured on top therefore does not fix the scatter by itself. Unrelated errors of the same size at all interfaces would mean far less scatter. If the layers smooth the surface as they grow, however, the buried interfaces are rougher than the top, and the scatter can exceed the value calculated from the top.

The multilayer must also accept the scattered light. When the angle of incidence on this stack changes from 10° by the largest deflection, 0.77°, in either direction, its reflectance changes by at most 0.18 % of its value. Treating scattered and specular light alike at later mirrors is therefore a good approximation as long as the optics in between do not enlarge the deflection much. A lens that reduces the image can enlarge it, and the widest scatter may then be reflected less well: for a deflection four times larger the change reaches about 6 % at 10°. Steeper incidence is less tolerant. For the same model stack tuned to 20°, the change is 0.7 % for 0.77° and about 40 % for four times that angle.

**Comparison with a real lens**

Six mirrors, 13.5 nm and roughness near a tenth of a nanometre are rough typical values for EUV projection optics. Real mirrors differ from one another in roughness and in angle of incidence. With all six at 10°, the factor cos²θ lowers the total from 5.07 % to 4.92 %, so angles of this size matter much less than an uncertainty of 20 percent in σ. A real roughness spectrum need not follow f⁻². At fixed σ this leaves the total unchanged to leading order, but it redistributes the light between near and far distances. Apertures can also stop some widely scattered light, which lowers the flare at the wafer but does not return light to the image.

The model reflectance of 76.0 % is higher than that of real mirrors, which is roughly two thirds. This hardly affects S, because absorption reduces both kinds of light together. It does affect the power referred to the light entering the first mirror. In the model, six reflections transmit 0.760⁶ = 19.3 %, and the scattered light at the exit is

0.193 × 0.0492 = 0.95 %

of the entering light. With a reflectance of two thirds this would be about half as large. The figure of 5 percent is thus a share of all the light that reaches the exit, specular and scattered together. Relative to the specular light alone, the scatter at normal incidence is 0.0507/0.9493 = 5.34 %.
